# Multisecant Density Mixing with Scaling, Regularization and Step Control, part 2

A self-consistent field calculation seeks a density with $F(\rho)=\rho$, where $F$ builds the potential from $\rho$, solves the one-electron problem and returns the output density. The residual is $g(\rho)=F(\rho)-\rho$, with Jacobian $J=\partial g/\partial\rho$. Units are Hartree atomic units; vector norms are Euclidean, matrix norms spectral. Linear mixing is $\rho\to\rho+\sigma g$.

The multisecant scheme centres the last $m$ iterates on the current one: $s_j=\rho_j-\rho_n$ and $y_j=g_j-g_n$ are the columns of $S$ and $Y$, and $g=g_n$. With $\Psi=\mathrm{diag}(1/\|y_j\|)$, $B=Y\Psi$ and regularization $\alpha>0$,

$$z=(B^TB+\alpha I)^{-1}B^Tg,\qquad c=\Psi z,\qquad p=-Sc,\qquad u=g-Yc .$$

The step is $p+\sigma u$, with $p$ the predicted and $\sigma u$ the unpredicted part. Rescaling a pair $(s_j,y_j)$ by $t>0$ leaves $z$, $p$ and $u$ unchanged. The singular values $\mu_i$ of $B$ obey $\sum_i\mu_i^2=m$ and have filter factors $\mu_i^2/(\mu_i^2+\alpha)$.

With $E=Y-JS$, which collects noise and the nonlinear error of the history,

$$g+J(p+\sigma u)=g-Yc+Ec+\sigma Ju=(I+\sigma J)u+Ec.\tag{1}$$

For a smooth map $g_{n+1}$ differs from (1) by a term of second order in the step. The regularization gives

$$\|z\|\le\frac{\|g\|}{2\sqrt\alpha},\qquad\|Ec\|\le\frac{\|E\Psi\|\,\|g\|}{2\sqrt\alpha},\qquad\|p\|\le\frac{\|S\Psi\|\,\|g\|}{2\sqrt\alpha}.\tag{2}$$

For linear $g$ and symmetric $J$ with eigenvalues $-\varepsilon_i<0$, $\|g_{n+1}\|\le\max_i|1-\sigma\varepsilon_i|\,\|u\|$ and $\|u\|\le\|g_n\|$, a contraction when $0<\sigma<2/\varepsilon_{\max}$.

The ratio rule requires $\sigma\le R\|p\|/\|g\|$ with a constant $R<1$, so that $\|\sigma u\|\le R\|p\|$. Feedback multiplies $\sigma_{n-1}$ by $\|g_{n-1}\|/\|g_n\|$ clipped to $[\frac12,2]$, and $\sigma_{\max}$ caps $\sigma$.

The closing listing also reports earlier checks. There $H\approx J^{-1}$ is the update satisfying $HY=S$ with least change from $-\sigma I$; the Pulay form is $\rho_{n+1}=\sum w_j(\rho_j+\sigma g_j)$ with $\sum w_j=1$; "consecutive" means columns built from $\rho_{j+1}-\rho_j$; and the block metric weights the density components in the fit. For linear $g$, full history, $\alpha=0$ and no stagnation, $u$ equals the GMRES residual whatever the nonzero $\sigma_k$.

## Third fault: the rule can stall

Let $g$ be linear and $\sigma_0=-g_0\cdot Jg_0/\|Jg_0\|^2$, the length that minimizes $\|g_0+\sigma_0Jg_0\|$. The single column is $y=g_0-g_1=-\sigma_0Jg_0$, and $y\cdot g_1=-\sigma_0(Jg_0\cdot g_0+\sigma_0\|Jg_0\|^2)=0$. Hence $c=0$, $p=0$, the ratio rule gives $\sigma=0$, the iterate does not move, and the next column is zero, so $\Psi$ is undefined. The best possible first step halts the method. A floor $\sigma_{\min}$ repairs this; in the symmetric case with $\sigma_{\min}<2/\varepsilon_{\max}$ the contraction above applies to every step taken at the floor, while other steps need $\sigma_n<2/\varepsilon_{\max}$. In the check the step is at rounding level without the floor, and with $\sigma_{\min}=0.01$ the residual falls by the factor $0.7885$.

The scheme is now fixed. After $\rho_1=\rho_0+\sigma_0g_0$, form $S$, $Y$, $\Psi$, $z$, $p$, $u$ and set $\rho_{n+1}=\rho_n+p+\sigma_nu$ with

$$\sigma_n=\max\Big\{\sigma_{\min},\ \min\Big[\sigma_{n-1}\,\mathrm{clip}\Big(\tfrac{\|g_{n-1}\|}{\|g_n\|},\tfrac12,2\Big),\ R\tfrac{\|p\|}{\|g_n\|},\ \sigma_{\max}\Big]\Big\}.$$

The floor weakens the bound to $\|\sigma_nu\|\le\max(R\|p\|,\sigma_{\min}\|g_n\|)$, and the triangle inequality with (2) gives $\|\rho_{n+1}-\rho_n\|\le(1+R)\|S\Psi\|\|g_n\|/(2\sqrt\alpha)+\sigma_{\min}\|g_n\|$.

## A Hartree model with charge sloshing

Take a bundle of identical parallel wires that fills space. Each has period $L=40$ bohr, represented on 64 points of spacing $\Delta x$, with $N=20$ spin-paired electrons at $kT=0.025$ Ha (7894 K) and a spectral kinetic energy. With the charge of each wire spread evenly over its cross-section $\mathcal A=10$ bohr², the field points along $x$ and the line density $n(x)$ obeys $v_H''=-4\pi(n-n_+)/\mathcal A$, so $v_H=V(n-n_+)$ with kernel $4\pi/(\mathcal Aq^2)$ and the $q=0$ term set to zero. (Around an isolated wire the field would spread sideways, and the kernel would grow only logarithmically as $q\to0$, with much weaker sloshing.) The background is $n_+=(N/L)[1+0.5\cos q_1x]$ with $q_1=2\pi/L=0.1571$ bohr⁻¹, and a Gaussian well of depth 0.5 Ha and width 1 bohr sits at 10 bohr. There is no exchange or correlation. The mixed vector is $\sqrt{\Delta x}\,n$, so norms are in bohr$^{-1/2}$.

With orthonormal eigenvectors $U_{ia}$, energies $e_a$ and Fermi factors $f_a$, the output density is $n_i=(2/\Delta x)\sum_af_aU_{ia}^2$. For a change $\delta v$ with matrix elements $\delta v_{ab}=\sum_jU_{ja}U_{jb}\delta v_j$, first-order perturbation theory gives $\delta U_{ia}=\sum_{b\ne a}U_{ib}\,\delta v_{ab}/(e_a-e_b)$ and $\delta f_a=f_a'(\delta v_{aa}-\delta\mu)$, where $f'_a=-f_a(1-f_a)/kT$ and $\sum_a\delta f_a=0$ fixes $\delta\mu$. The orbital term is $\sum_{a\neq b}2f_aU_{ia}U_{ib}\delta v_{ab}/(e_a-e_b)$; averaging it with its $a\leftrightarrow b$ copy replaces $2f_a$ by $f_a-f_b$. Thus $\delta n=\chi_0\delta v$ with

$$\delta n_i=\frac{2}{\Delta x}\Big[\sum_{a\ne b}\frac{f_a-f_b}{e_a-e_b}U_{ia}U_{ib}\,\delta v_{ab}+\sum_af'_aU_{ia}^2(\delta v_{aa}-\delta\mu)\Big],$$

the quotient tending to $f'_a$ for degenerate levels. Contracting with $\delta v_i$, and using $\sum_af_a'(\delta v_{aa}-\delta\mu)=0$ to complete the square, gives $(2/\Delta x)$ times $\sum_{a\ne b}\frac{f_a-f_b}{e_a-e_b}\delta v_{ab}^2+\sum_af_a'(\delta v_{aa}-\delta\mu)^2\le0$, since $f$ decreases with $e$. Now $J=\chi_0V-I$, and $\chi_0V$ shares its eigenvalues with the symmetric $V^{1/2}\chi_0V^{1/2}$ (square $XY$ and $YX$ have the same spectrum), so $J$ has real eigenvalues $-\varepsilon_i\le-1$, although $J$ itself need not be symmetric. It agrees with finite differences to a relative $4\times10^{-9}$.

A damped Newton iteration gives the reference solution, $\mu=0.3164$ Ha (8.610 eV) with $n$ between 0.2533 and 0.7440 bohr⁻¹ at the grid points (on 256 points the sampled maximum is 0.7442, while $\mu$ keeps the digits shown). There the largest $\varepsilon_i$ are 48.06, 47.99, 13.45 and 13.12, so $2/\varepsilon_{\max}=0.04162$. For a uniform gas $n=2k_F/\pi$ and $\mu=k_F^2/2$ give $dn/d\mu=2/(\pi k_F)$, and the Thomas–Fermi estimate is $1+[4\pi/(\mathcal Aq_1^2)]\,dn/d\mu$, which with $4\pi/(\mathcal Aq_1^2)=50.93$ Ha bohr and $k_F=\pi N/(2L)=0.7854$ bohr⁻¹ is $1+50.93\times2/(\pi\times0.7854)=42.3$, the right size. Linear mixing started along the stiffest mode at 0.9 and 1.1 times the limit changes the residual by $|1-1.8|=0.8$ and $|1-2.2|=1.2$ per step, as observed. Halving the displacements of a test history from $2\times10^{-5}$ to $10^{-5}$ bohr⁻¹ lowers $\|g_{n+1}-(I+\sigma J)u\|$ from $1.418\times10^{-7}$ to $3.548\times10^{-8}$, a ratio of 3.997 against the 4 of a second-order error.

The mixer starts from $n_+$ with $m=8$, $\alpha=10^{-4}$, $R=0.1$, $\sigma_0=0.02$, $\sigma_{\min}=0.01$, $\sigma_{\max}=0.5$ and tolerance $10^{-8}$. The first step lowers $\|g\|$ from 1.1994 to 0.4509. At $n=1$, $\|p\|=1.510\times10^{-3}$ and $\|u\|=0.4461$, so $R\|p\|/\|g\|=3.3\times10^{-4}$: the iteration is near the stall, and the floor sets $\sigma=0.01$.

At $n=2$, $\|g\|=0.4258$ and the two columns have $\|y_j\|=1.1185$ and $0.075933$ with cosine 0.94065. The Gram matrix of two unit vectors has eigenvalues $1\pm\cos$, so $\mu^2=1.94065$ and $0.05935$, $\mu=1.3931$ and $0.2436$, and the condition number is $1.3931/0.2436=5.7$, against 44 for the raw $Y$. The weaker filter factor is $0.05935/(0.05935+0.0001)=0.9983$, so the regularization barely acts. The solution $z=(-0.84814,\,0.90463)$ has norm 1.24, far inside the bound $50\times0.4258=21.3$, and $c=(-0.84814/1.1185,\ 0.90463/0.075933)=(-0.7583,\ 11.91)$: the short recent displacement, $\|s_1\|=0.0052$, is extrapolated twelvefold. This gives $\|p\|=0.04927$ and $\|u\|=0.2945$. The candidates for $\sigma$ are $0.01\times0.4509/0.4258=0.0106$, $0.1\times0.04927/0.4258=0.0116$ and 0.5, so $\sigma=0.0106$ and $\|\sigma u\|=0.0031$, below $R\|p\|=0.0049$. The next residual is 0.3481, above $\|u\|$, which the linear symmetric result would forbid. Equation (1) with the Jacobian at $\rho_2$ shows why: $\|(I+\sigma J)u\|=0.285$ is still below $\|u\|$, so the asymmetry of $J$ is not to blame, but $\|Ec\|=0.157$ and the sum has norm 0.352; the higher-order term of the step itself, left out of (1), has norm 0.035. The excess comes from the nonlinear error of the history, and almost all of it from the older, longer displacement: with $E_j$ the columns of $E$, $\|E_0c_0\|=0.157$ although $c_0$ is only $-0.7583$, while $\|E_1c_1\|=0.008$ in spite of the coefficient 11.91. A large coefficient does little harm when the error of its column is small enough.

All runs share $p$ and $u$ at $n=1$, so $\|g_2\|$ isolates the effect of $\sigma$:

| $\sigma$ | $\lVert g_2\rVert$ | peak $\lVert g\rVert$ | iterations |
|---|---|---|---|
| controlled | 0.4258 | 1.1994 | 67 |
| 0.02 | 0.4011 | 1.1994 | 59 |
| 0.2 | 0.5371 | 1.1994 | 35 |
| 0.8 | 2.3331 | 2.3331 | 38 |

A short unpredicted step avoids the early excursion: $\sigma=0.8$ drives $\|g_2\|$ to $2.3331/0.4258=5.5$ times the controlled value and to nearly twice the starting residual, while the controlled residual stays below its start. At $n=1$ the controlled $\sigma$ is the preset floor, so this comparison shows the effect of a short step and is not a test of the ratio rule. The controlled run meets the step bounds at each iteration, ends $7\times10^{-9}$ from the Newton density and needs 67 iterations where linear mixing needs 376 at $\sigma=0.0333$ and 312 at $\sigma=0.040$, close to its best step.

It is, however, the slowest of the four multisecant runs in this model. Perturbing the start by $10^{-12}$ to $10^{-6}$ moves the controlled count between 67 and 70 and the $\sigma=0.02$ count between 55 and 59, without changing the order. Fixed $\sigma=0.2$, which is $0.2/0.04162=4.8$ times the linear-mixing limit, converges in 35 iterations, so $\sigma<2/\varepsilon_{\max}$ is not necessary for convergence here, and the excursion at $\sigma=0.8$ is recovered. The controlled $\sigma$ sits on the floor in six of the first seven steps and lies between 0.010 and 0.022 in the printed rows. The choice of floor matters: with $\sigma_{\min}=0.001$, 0.05 and 0.2 the same scheme needs about 113, 45 and 35 iterations. At $n=8$ the scaled condition number is $1.3\times10^4$; since $\mu_{\max}\le\sqrt8$, this means $\mu_{\min}\le2.2\times10^{-4}$, well below $\sqrt\alpha=0.01$, so at least one direction of the history is almost wholly filtered out. This filtering alone does not explain the slower convergence: with $\alpha=10^{-12}$, where it is practically absent, the controlled run still needs more than 80 iterations. The ratio term is what holds $\sigma$ down: with it removed and the feedback, cap and floor kept, the run converges in 34 iterations, while fixed $\sigma=0.01$ needs about 86. In this model the ratio rule with $R=0.1$ therefore costs iterations; why a small $\sigma$ slows the multisecant iteration so much is not established here. Column scaling also does not lower the condition number in every step: at $n=10$ it is $1.5\times10^4$ scaled and $1.3\times10^4$ raw. What $\Psi$ provably supplies is the invariance under column rescaling and the dimensionless meaning of $\alpha$ in (2).

## Numbers as computed

```
least-change H vs formula, max deviation: 9.6e-15
Pulay vs split deviation: 6.0e-16; cos(p,u) = -0.220
column rescaling, relative change of p: scaled 1.3e-16, unscaled 0.321
consecutive vs centred: alpha=0 7.1e-16, alpha=0.3 0.470; block metric 1:5 0.112
constrained optimizer vs regularized z, relative: 1.2e-09
sharp case mu^2=alpha=1e-4: |z|/|g| = 50.0000, |u|/|g| = 0.5000
noise |Ec|/|g|: alpha=0 0.906, alpha=1e-4 1.7e-07, bound 9.9e-05
u vs GMRES residual, two sigma sequences: 9.2e-13; m=2 sequences differ by 0.680
symmetric J, eps 1..40, sigma 0.045: worst ratio 0.8335 <= 0.9550
stall: sigma0 0.0328, |step|/|g| 4.4e-17 without floor; residual ratio 0.7885 with floor
model: L 40 bohr, 64 points, N 20, area 10 bohr^2, modulation 0.5
well 0.5 Ha, width 1.0 bohr, at 10.0 bohr; kT 0.025 Ha = 7894 K
mixer: m 8, alpha 0.0001, R 0.1, sigma0 0.02, smin 0.01, smax 0.5, tol 1e-8 bohr^-1/2
q1 0.1571 bohr^-1, v(q1) 50.930 Ha bohr, kF 0.7854 bohr^-1, Thomas-Fermi eps 42.28
Jacobian vs finite difference, relative: 4.3e-09
largest eps: 48.059 47.991 13.450 13.116 6.908 6.603; smallest 1.0000
linear-mixing limit 2/eps_max = 0.04162
Newton: mu 0.316394 Ha = 8.6095 eV; n range 0.25333..0.74396 bohr^-1
linear mixing at 0.9 x limit: growth per step 0.8000
linear mixing at 1.1 x limit: growth per step 1.2000
model error 1.418e-07, 3.548e-08 bohr^-1/2 at t=2e-5,1e-5 bohr^-1; ratio 3.997
step n=2: |s_j| 0.02747 0.0052139, |y_j| 1.1185 0.075933 bohr^-1/2
step n=2: cos(y0,y1) 0.94065, mu 1.3931 0.24361, filters 0.99995 0.99832
step n=2: z -0.84814 0.90463 bohr^-1/2, c -0.75826 11.913, R|p|/|g| 0.01157
n=0 |g| 1.1994e+00; columns: n |g| |p| |u| (bohr^-1/2) sigma bound cond(Y) cond(Y Psi)
1 4.509e-01 1.510e-03 4.461e-01 0.0100 floor 1.0e+00 1.0e+00
2 4.258e-01 4.927e-02 2.945e-01 0.0106 growth 4.4e+01 5.7e+00
3 3.481e-01 6.158e-03 2.967e-01 0.0100 floor 4.2e+02 2.4e+02
4 3.348e-01 2.194e-03 2.956e-01 0.0100 floor 7.4e+02 3.9e+02
5 3.371e-01 5.247e-02 2.373e-01 0.0100 floor 1.5e+03 6.2e+02
6 2.109e-01 1.526e-02 1.972e-01 0.0100 floor 6.3e+03 2.1e+03
7 1.956e-01 1.283e-02 1.545e-01 0.0100 floor 2.4e+04 9.7e+03
8 1.611e-01 2.376e-02 1.373e-01 0.0121 growth 2.8e+04 1.3e+04
9 1.207e-01 2.687e-02 6.923e-02 0.0162 growth 1.4e+04 1.3e+04
10 6.950e-02 1.485e-02 5.575e-02 0.0214 ratio 1.3e+04 1.5e+04
15 9.583e-03 3.629e-03 4.073e-03 0.0158 growth 2.1e+02 4.6e+01
23 5.573e-04 6.258e-05 5.174e-04 0.0112 ratio 6.0e+02 1.3e+02
31 6.951e-05 9.495e-06 6.606e-05 0.0137 ratio 2.2e+03 7.1e+02
39 1.382e-05 3.591e-06 1.083e-05 0.0215 growth 5.3e+02 2.8e+02
47 3.131e-06 5.794e-07 2.711e-06 0.0146 growth 2.9e+02 2.1e+02
55 3.699e-07 1.106e-07 2.599e-07 0.0179 growth 1.2e+03 1.9e+02
63 4.811e-08 6.469e-09 4.378e-08 0.0134 ratio 3.2e+03 1.4e+03
controlled: 67 iterations, |g_2| 0.4258, peak 1.1994, |x-x_Newton| 7.3e-09 bohr^-1/2
fixed sigma 0.02: 59 iterations, |g_2| 0.4011, peak 1.1994 bohr^-1/2
fixed sigma 0.2: 35 iterations, |g_2| 0.5371, peak 1.1994 bohr^-1/2
fixed sigma 0.8: 38 iterations, |g_2| 2.3331, peak 2.3331 bohr^-1/2
linear mixing sigma 0.0333: 376 iterations
```
